# Comment on choosing the lightest channel for maximum ballistic current

**The argument under review**

The manuscript compares two transistor channels that have the same equivalent insulator thickness and the same gate voltage. It reasons as follows. The gate capacitance fixes the mobile charge. Without scattering, the current is this charge times the velocity at which electrons enter the channel. Lighter electrons are faster, so the channel with the smallest effective mass must carry the largest current.

The second sentence of this reasoning is sound, and for isotropic masses and equal numbers of valleys the third follows if the first holds. The first needs examination: does a given gate voltage induce the same charge in a light channel as in a heavy one? If not, can the loss of charge exceed the gain in velocity?

**Assumptions and conventions**

I take a sheet with one occupied subband, $g$ equivalent valleys, spin degeneracy 2 and a parabolic, isotropic in-plane mass $m$. Transport is ballistic, the temperature is zero, and the gate alone controls the potential barrier at the source end. The symbol $q$ is the positive elementary charge, and $J$ is the magnitude of the current per unit width.

Let $\eta$ be the source Fermi energy measured from the top of the barrier. The drain voltage satisfies $qV_D>\eta$, so the drain fills no states at the barrier top. Only states moving away from the source are occupied there.

The gate capacitance per area is $C=N\varepsilon_{\rm SiO_2}/t$, where $N$ is the number of gated faces and $t$ is the equivalent thickness per face. This $t$ includes the dielectric and the potential drop inside the body, averaged over the charge and expressed as an equivalent thickness. It does not include the density of states, which is treated separately below. The overdrive $V$ is counted from the gate voltage at which $\eta=0$. Holding $V$ fixed therefore means that the gate work function is adjusted to give each channel the same onset.

**How much charge, and how fast**

The occupied states fill half a disk of radius $k_F=\sqrt{2m\eta}/\hbar$. With $2g/(4\pi^2)$ states per unit area of $k$-space and per unit area of the sheet,

$$
n=\frac{2g}{4\pi^2}\,\frac{\pi k_F^2}{2}=\frac{g k_F^2}{4\pi}=\frac{g m\eta}{2\pi\hbar^2}.
$$

The forward velocity is $\hbar k\cos\theta/m$. Over the half disk the mean of $k$ is $2k_F/3$ and the mean of $\cos\theta$ is $2/\pi$. Radius and angle are independent, so the means multiply:

$$
v=\frac{\hbar}{m}\,\frac{2k_F}{3}\,\frac{2}{\pi}=\frac{4}{3\pi}\sqrt{\frac{2\eta}{m}} .
$$

The current is then

$$
J=qnv=\frac{2qg\sqrt{2m}}{3\pi^2\hbar^2}\,\eta^{3/2}.
$$

At fixed $\eta$ this *increases* with mass, as $\sqrt m$: the density gains a factor $m$ and the velocity loses a factor $\sqrt m$. What remains is to find how $\eta$ depends on $m$ when the gate voltage is held.

**Where the gate voltage goes**

Part of the overdrive appears across $C$, as $qn/C$. The rest lowers the barrier top below the source Fermi level, by $\eta$. Hence

$$
qV=\eta+\frac{q^2n}{C}=\eta(1+r),\qquad r=\frac{q^2gm}{2\pi\hbar^2C}.
$$

The number $r$ is the quantum capacitance of the forward states, $q^2\,dn/d\eta$, divided by the gate capacitance. Substituting $\eta=qV/(1+r)$ and $gm/(2\pi\hbar^2)=rC/q^2$ gives

$$
n=\frac{CV}{q}\,\frac{r}{1+r},\qquad
v=\frac{4}{3\pi}\sqrt{\frac{2qV}{m(1+r)}} .
$$

This answers the first question. The charge is not $CV$ but the fraction $r/(1+r)$ of it, and that fraction shrinks with the mass. A light channel has few states per unit energy, so the gate must spend much of its voltage on raising $\eta$.

**Which factor wins**

Since $r\propto m$ at fixed $C$ and $g$, we have $d\ln r/d\ln m=1$ and $d\ln(1+r)/d\ln m=r/(1+r)$. Therefore

$$
\frac{d\ln n}{d\ln m}=1-\frac{r}{1+r}=\frac{1}{1+r},
$$

$$
\frac{d\ln v}{d\ln m}=-\frac12-\frac{r}{2(1+r)}=-\frac{1+2r}{2(1+r)} .
$$

The current responds with the sum,

$$
\frac{d\ln J}{d\ln m}=\frac{2-(1+2r)}{2(1+r)}=\frac{1-2r}{2(1+r)} .
$$

It is positive for $r<1/2$ and negative for $r>1/2$, so there is a single maximum at $r=1/2$:

$$
m^*=\frac{\pi\hbar^2C}{g q^2}=\frac{\pi\hbar^2N\varepsilon_{\rm SiO_2}}{g q^2\,t}.
$$

Below $m^*$ a further reduction of the mass loses more charge than it gains in velocity. The optimum does not depend on $V$ in this model, and it moves to heavier masses as the equivalent thickness shrinks. At the optimum $\eta=2qV/3$.

To see the whole curve, replace $m$ in $J$ by $2\pi\hbar^2Cr/(gq^2)$:

$$
J=\frac{4\sqrt{gC}}{3\pi^{3/2}\hbar}\,(qV)^{3/2}\,\frac{\sqrt r}{(1+r)^{3/2}} .
$$

If the mass is re-optimised for each valley number, the peak current grows as $\sqrt g$.

**The limit in which the manuscript is right**

For $r\gg1$, reached with a thick insulator or a heavy mass, $n\to CV/q$. The charge is then pinned, as the manuscript assumes, and $\sqrt r/(1+r)^{3/2}\to1/r$, so $J\propto1/m$. The full factor $1/m$ arises because a lighter mass at fixed density also raises the Fermi energy, and with it the velocity.

That power law belongs to the degenerate gas. If the thermal energy $k_BT$ far exceeds the Fermi energy that the charge would have at zero temperature, the forward half of a Maxwell distribution gives $v=\sqrt{2k_BT/(\pi m)}$. Pinned charge then yields only $J\propto m^{-1/2}$.

In the opposite limit, $r\ll1$, nearly all the overdrive goes into $\eta$, and $J\propto\sqrt m$. The manuscript carries the first limit over to thin insulators, where it need not hold.

**A numerical comparison**

Take a double-gated sheet, $N=2$, with $t=0.80$ nm per face, $g=1$ and $V=0.30$ V. The gate capacitance is $8.63\ \mu{\rm F/cm^2}$, and the optimum mass is $m^*=0.129\,m_0$, where $m_0$ is the free-electron mass. I compare $0.03\,m_0$ with $0.15\,m_0$, keeping everything else equal.

For the light sheet, $r=m/(2m^*)=0.03/0.258=0.116$ and $\eta=0.30/1.116=0.269$ eV. For the heavy sheet, $r=0.15/0.258=0.581$ and $\eta=0.30/1.581=0.190$ eV. The formulas above then give:

| Mass ($m_0$) | $n$ ($10^{12}$ cm$^{-2}$) | $v$ ($10^7$ cm/s) | $J$ (mA/µm) |
|---|---|---|---|
| 0.03 | 1.68 | 7.53 | 2.03 |
| 0.15 | 5.94 | 2.83 | 2.70 |

The light sheet has 2.66 times the velocity but 0.283 times the density. Its current is $2.6615\times0.2833=0.754$ of the heavy one, a deficit of 25%. Fixed charge would have predicted a ratio of 5. The heavy sheet lies slightly beyond the optimum, but the maximum is flat: the best mass gives 2.71 mA/µm, less than 1% more.

The ratio of 5 does return when the charge is pinned. A self-consistent numerical solution with $t=1000$ nm, the same overdrive and a temperature of 0.01 K gives 4.96.

**Where the ranking reverses**

Two masses $m_1<m_2$ carry equal current when $\sqrt{m_1}/(1+r_1)^{3/2}=\sqrt{m_2}/(1+r_2)^{3/2}$, that is, when

$$
\frac{1+r_2}{1+r_1}=s,\qquad s=\left(\frac{m_2}{m_1}\right)^{1/3}.
$$

Write $r_i=m_i/M$ with $M=2m^*$. Multiplying out, $M+m_2=s(M+m_1)$, so

$$
M=\frac{m_2-s\,m_1}{s-1}.
$$

Here $s=5^{1/3}=1.710$ and $M=(0.150-0.0513)/0.710=0.139\,m_0$. Since $M\propto1/t$ and $M=0.258\,m_0$ at 0.80 nm, the tie lies at $t=0.80\times0.258/0.139=1.485$ nm per face.

For thicker insulators $M$ is smaller and $(M+m_2)/(M+m_1)$ is larger than $s$, so the light sheet wins. For thinner ones the heavy sheet wins. A ranking of these two masses without a stated thickness has no definite answer.

**Which mass is being lowered?**

The manuscript does not distinguish the mass along the current, $m_x$, from the transverse mass, $m_y$. The distinction changes the conclusion. For an elliptical valley aligned with the current, sum the current at each transverse wave vector $k_y$. Because $v_x\,dk_x=dE/\hbar$, the integral over $k_x$ leaves only an energy difference:

$$
J=\frac{qg}{2\pi^2\hbar}\int dk_y\left(\eta-\frac{\hbar^2k_y^2}{2m_y}\right).
$$

The limits are $k_y=\pm\sqrt{2m_y\eta}/\hbar$, and the integral equals $\tfrac43\eta\sqrt{2m_y\eta}/\hbar$. Thus

$$
J=\frac{2qg\sqrt{2m_y}}{3\pi^2\hbar^2}\eta^{3/2}.
$$

The transport mass has cancelled at fixed $\eta$. It enters only through the charge, where the area of the ellipse replaces $m$ by $\sqrt{m_xm_y}$ in $r$. With $m_y$ fixed, $r\propto\sqrt{m_x}$, so

$$
\frac{d\ln J}{d\ln m_x}=-\frac32\,\frac{r}{1+r}\,\frac12=-\frac{3r}{4(1+r)}<0 .
$$

Within this model, lowering the transport mass alone always helps. With $m_x=0.03\,m_0$ and $m_y=0.15\,m_0$ the current is 3.79 mA/µm, or 1.41 times that of the heavy isotropic sheet. The penalty of a light isotropic mass is therefore a loss of transverse modes: a small $m_y$ admits fewer values of $k_y$ below the Fermi energy.

**Does the conclusion survive at room temperature?**

Light bands are usually nonparabolic. I use $E(1+\alpha E)=\hbar^2k^2/2m$ with the rough two-band rule $\alpha=m_0/(E_Pm)$ and $E_P=20$ eV. This gives $\alpha=1.67$ and $0.33\ {\rm eV^{-1}}$ for the light and heavy sheets. The light sheet of the table lies outside the parabolic regime: its Fermi velocity, $1.8\times10^8$ cm/s, exceeds the two-band limit $\sqrt{E_P/(2m_0)}=1.3\times10^8$ cm/s. At the same overdrive and near zero temperature, the currents become 2.13 and 2.65 mA/µm, and the ratio rises from 0.754 to 0.80.

A fair comparison at 300 K should also fix the off-current. Below onset, $n\propto m\,e^{\eta/k_BT}$ and $v\propto m^{-1/2}$, so $J\propto\sqrt m\,e^{\eta/k_BT}$ in the parabolic case. The light sheet leaks less at a given $\eta$ and may be set closer to onset by $(k_BT/2q)\ln5$, about 0.02 V.

With nonparabolicity included, an off-current of 100 nA/µm and a supply of 0.50 V, the currents are 2.46 and 2.80 mA/µm. The ratio is 0.88, the optimum mass moves to $0.106\,m_0$, and the tie thickness falls to 1.15 nm. The light sheet still loses at 0.80 nm, but by 12% instead of 25%.

Series resistance narrows the gap further, partly because the larger current loses more gate drive. A source resistance of 50 Ω µm reduces the currents to 1.61 and 1.74 mA/µm, a ratio of 0.92. With an equal resistance at the drain, flux injected from the drain stays below 0.1% of the forward flux.

These currents omit source-drain tunnelling, which acts against the light sheet. For a parabolic barrier 0.30 eV high and 20 nm long, a semiclassical estimate with parabolic bands and Boltzmann filling multiplies the off-current by roughly 3 for the light sheet and 1.2 for the heavy one. The two-band dispersion reduces the decay constant under the barrier and, with Fermi filling, raises the light-sheet factor to about 4. Restoring the common off-current would cost the light sheet more overdrive.

**Relation to real channels**

The heavy sheet is in the rough regime of two-layer InSe, whose conduction band has a single valley at the zone centre. I assume a body of 1.7 nm, a permittivity of 8 and a mass of $0.10\,m_0$ normal to the layers. For a hard-wall charge profile, the averaged potential drop inside the body takes 0.24 nm of the 0.80 nm, leaving 0.56 nm for the dielectric. With a dielectric constant of 18 that is 2.6 nm of material on each face, which is demanding for a layered crystal.

The field due to the mobile charge is about 0.3 MV/cm, well below the breakdown fields of a few MV/cm typical of such dielectrics. A rough tunnelling estimate, with a 2 eV barrier and a tunnelling mass of $0.2\,m_0$, gives a gate leakage of about 10 to 50 nA/µm for a 20 nm gate, depending on how the attempt rate and the matching at the interfaces are treated. This is negligible beside the on-current and below the assumed off-current, but it depends exponentially on the barrier parameters. A two-site model of the layers puts the second subband about 1 eV higher, so one subband suffices.

Real channels have neither ideal contacts nor scattering-free transport. The 50 Ω µm used above is optimistic for layered semiconductors, yet it already removes 38% of the heavy sheet's room-temperature current. The amount of scattering has not been estimated here, but its effect on the optimum can be stated simply. Suppose a fraction $R$ of the forward flux, the same for every mass, returns to the source with an unchanged distribution of speeds. The charge at a given $\eta$ then grows by the factor $1+R$, so $r$ is multiplied by $1+R$ and the optimum mass is divided by it.

The light sheet is a thought experiment. Under the two-band rule, a hard-wall III-V film of thickness $L$ has an in-plane mass of at least $(\pi\hbar/L)\sqrt{2m_0/E_P}$, the value approached as its bulk gap closes. For 1.7 nm this is $0.16\,m_0$, above $m^*$, but the bound belongs to the infinite wall. With the 2 eV, $0.2\,m_0$ barrier assumed above and $\psi'/m$ matched at the faces, the confinement is much weaker: a 1.7 nm film of bulk mass $0.023\,m_0$ has about $0.06\,m_0$, below $m^*$ though still twice the mass of the light sheet. A III-V channel as light as $0.03\,m_0$ needs a thicker body, which places the charge deeper and uses up more of the allowed equivalent thickness.

**Requested revision**

For ballistic transport in parabolic bands, with a saturated drain and a gate voltage well above onset, the manuscript should replace the fixed charge by $CVr/(1+r)$. For a markedly nonparabolic light band this expression underestimates the charge, and $qV=\eta+q^2n/C$ should be solved with the actual $n(\eta)$. The manuscript should also give $r$ for each channel and say whether its mass reduction is isotropic or along the current only. The remaining values for the example are in the numerical output.

## Table of computed values

```
equivalent thickness per face: 0.80 nm, faces: 2
gate capacitance: 8.63 uF/cm2
overdrive: 0.30 V
optimum mass: 0.1290 m0
light: mass 0.0300 m0, load r 0.1163, Fermi energy 0.2687 eV
  density 1.684 e12/cm2, velocity 7.534 e7 cm/s
  current 2.033 mA/um
heavy: mass 0.1500 m0, load r 0.5815, Fermi energy 0.1897 eV
  density 5.943 e12/cm2, velocity 2.831 e7 cm/s
  current 2.695 mA/um
optimum: mass 0.1290 m0, load r 0.5000, Fermi energy 0.2000 eV
  density 5.388 e12/cm2, velocity 3.134 e7 cm/s
  current 2.706 mA/um
light/heavy density ratio: 0.2833
light/heavy velocity ratio: 2.6615
light/heavy current ratio: 0.7541
fixed-charge expectation for that ratio: 5.00
same ratio, solved at t = 1000 nm: 4.959
light elasticities: density 0.896, velocity -0.552
heavy elasticities: density 0.632, velocity -0.684
tie thickness per face: 1.485 nm
only transport mass lowered: 3.790 mA/um, 1.406 x heavy
--- neglected effects ---
two-band energy 20 eV; alpha light 1.667, heavy 0.333 1/eV
nonparabolic, cold: light 2.132, heavy 2.654 mA/um
  ratio 0.8035
off-current 100 nA/um, supply 0.50 V, 300 K
  light 2.457, heavy 2.797 mA/um
  ratio 0.8784
  optimum mass 0.1063 m0, current 2.842 mA/um
  tie thickness per face 1.154 nm
with source resistance 50 ohm um:
  light 1.606, heavy 1.738 mA/um
  ratio 0.9240
  drain-injected share: light 3.8e-04, heavy 6.7e-05
gate length 20 nm, off-state barrier 0.30 eV
  off-current gain by tunnelling: light 3.41, heavy 1.22
body 1.7 nm, permittivity 8, normal mass 0.10 m0
  centroid share 0.243 nm, dielectric share 0.557 nm
  two-layer subband splitting 1.05 eV
  lowest mass of a III-V film this thin 0.161 m0
dielectric constant 18, physical thickness 2.57 nm
  barrier 2.0 eV, tunnelling mass 0.2 m0
  dielectric field, heavy 0.299 MV/cm
  gate leakage, heavy 14 nA/um
```
